**Young cap and Neumann lens for a silicide island on silicon**

The program compares an island on rigid flat silicon with one on silicon that can rearrange at fixed volume. The symbols `gS`, `gM` and `gI` are the energies per area of the silicon surface, the silicide surface and their interface; `top` and `bottom` are the edge angles of the two silicide faces. A discretized axisymmetric minimization, which assumes neither spherical faces nor edge angles, is asserted to agree with the derived energies, sizes and angles within stated tolerances. Further assertions cover the force balance and angle ordering for 2000 random energy triples, the limit of weak silicide surface energy, engulfment, and the edge balance with an anisotropic interface. For the example, the output shows a Young angle of 60.0 degrees but lens angles of 32.2 and 66.0 degrees, with 71% of the silicide buried. The lens has 72% of the excess energy of the cap. The program also prints rough sizes for neglected effects and the silicon diffusivity needed for burial during the anneal.

## Check in Python

```python
"""
Result under test: a silicide island on RIGID flat silicon is a spherical cap
with Young's angle, but when silicon can also rearrange, the minimum-energy
shape is a partly buried lens whose edge obeys the Neumann triangle.
Symbols: gS, gM, gI = energies per area of the silicon surface, the silicide
surface and the silicide-silicon interface (isotropic, J/m2).
top, bottom = angles of the upper and lower silicide faces at the edge,
measured from the flat surrounding silicon surface.
Energies are excesses over a bare flat silicon surface.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, fsolve

deg = np.degrees


def young_angle(gS, gM, gI):
    return np.arccos((gS - gI) / gM)


def neumann_angles(gS, gM, gI):
    top = np.arccos((gS**2 + gM**2 - gI**2) / (2 * gS * gM))
    bottom = np.arccos((gS**2 + gI**2 - gM**2) / (2 * gS * gI))
    return top, bottom


def cap_factor(angle):
    """Volume of a spherical cap divided by the cube of its sphere radius."""
    c = np.cos(angle)
    return np.pi * (2 + c) * (1 - c)**2 / 3


# ---------- worked example: inputs ----------
gS, gM, gI = 1.3, 1.2, 0.7            # J/m2, rough
film, cell = 10.0, 200.0              # nm
temperature, anneal_time = 900.0, 60.0   # K, s
cell_area = cell**2
volume = film * cell_area             # nm3
to_eV = 1e-18 / const.e               # (J/m2)*nm2 -> eV

# ---------- derived formulas ----------
thY = young_angle(gS, gM, gI)
top, bottom = neumann_angles(gS, gM, gI)
R_cap = (volume / cap_factor(thY))**(1 / 3)
a_cap, h_cap = R_cap * np.sin(thY), R_cap * (1 - np.cos(thY))
E_cap = 3 * volume**(2 / 3) * gM * cap_factor(thY)**(1 / 3)
strength = gM**3 * cap_factor(top) + gI**3 * cap_factor(bottom)
scale = (volume / strength)**(1 / 3)
R_top, R_bottom = gM * scale, gI * scale
a_lens = R_top * np.sin(top)
h_lens = R_top * (1 - np.cos(top))
d_lens = R_bottom * (1 - np.cos(bottom))
V_lower = R_bottom**3 * cap_factor(bottom)
rise = V_lower / cell_area
E_lens = 3 * volume**(2 / 3) * strength**(1 / 3)
E_film = (gM + gI - gS) * cell_area
assert 2 * a_lens < cell and 2 * a_cap < cell

# ---------- free minimization of a discretized axisymmetric shape ----------
# Lengths in units of volume**(1/3); heights from the original silicon level.
unit = volume**(1 / 3)
R_cell = np.sqrt(cell_area / np.pi) / unit
N, M = 14, 6
s = np.sin(0.5 * np.pi * np.arange(N + 1) / N)


def area(r, z):
    return np.pi * np.sum((r[1:] + r[:-1]) *
                          np.sqrt(np.diff(r)**2 + np.diff(z)**2))


def volume_under(r, z):
    r1, r2, z1, z2 = r[:-1], r[1:], z[:-1], z[1:]
    return np.pi / 3 * np.sum((r2 - r1) * (z1 * (2 * r1 + r2)
                                           + z2 * (r1 + 2 * r2)))


def unpack(x):
    a, upper = x[0], x[1:N + 1]
    if len(x) > N + 1:                     # mobile silicon
        lower, outer = x[N + 1:2 * N + 1], x[2 * N + 1:]
    else:                                  # rigid flat silicon
        lower, outer = np.zeros(N), np.zeros(M + 1)
    edge = outer[:1]
    r_out = a + (R_cell - a) * np.linspace(0, 1, M + 1)
    return (a * s, np.concatenate([upper, edge]),
            np.concatenate([lower, edge]), r_out, outer)


def shape_energy(x):
    r, up, low, r_out, outer = unpack(x)
    return (gM * area(r, up) + gI * area(r, low)
            + gS * (area(r_out, outer) - np.pi * R_cell**2))


def silicide_error(x):
    r, up, low, _, _ = unpack(x)
    return volume_under(r, up) - volume_under(r, low) - 1


def silicon_error(x):
    r, _, low, r_out, outer = unpack(x)
    return volume_under(r, low) + volume_under(r_out, outer)


def gradient(f):
    """Complex-step derivative, free of subtraction error."""
    def g(x):
        out = np.empty(len(x))
        for i in range(len(x)):
            y = x.astype(complex)
            y[i] += 1e-30j
            out[i] = f(y).imag / 1e-30
        return out
    return g


def relax(x0, constraints):
    cons = [{"type": "eq", "fun": f, "jac": gradient(f)} for f in constraints]
    bounds = [(0.3, 0.95 * R_cell)] + [(-3, 3)] * (len(x0) - 1)
    res = minimize(shape_energy, x0, jac=gradient(shape_energy),
                   method="SLSQP", bounds=bounds, constraints=cons,
                   options={"maxiter": 600, "ftol": 1e-12})
    assert max(abs(f(res.x)) for f in constraints) < 1e-6
    r, up, low, _, outer = unpack(res.x)
    dr = r[-1] - r[-2]
    return dict(E=res.fun * unit**2, a=r[-1] * unit,
                h=(up[0] - up[-1]) * unit, d=(low[-1] - low[0]) * unit,
                top=np.arctan2(up[-2] - up[-1], dr),
                bottom=np.arctan2(low[-1] - low[-2], dr),
                level=np.mean(outer) * unit, rough=np.ptp(outer) * unit)


bump = 1 - s[:-1]**2
rigid = relax(np.concatenate([[1.0], 0.64 * bump]), [silicide_error])
free = relax(np.concatenate([[1.0], 0.5 * bump, -0.14 * bump,
                             np.zeros(M + 1)]),
             [silicide_error, silicon_error])


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Tolerances reflect the finite number of straight segments per face.
assert close(rigid["E"], E_cap, 0.005)
assert close(rigid["a"], a_cap, 0.01) and close(rigid["h"], h_cap, 0.01)
assert abs(deg(rigid["top"] - thY)) < 1.5
assert close(free["E"], E_lens, 0.005)
assert close(free["a"], a_lens, 0.01)
assert close(free["h"], h_lens, 0.02) and close(free["d"], d_lens, 0.02)
assert abs(deg(free["top"] - top)) < 1.5
assert abs(deg(free["bottom"] - bottom)) < 1.5
assert close(free["level"], rise, 0.03) and free["rough"] < 0.3
assert free["E"] < rigid["E"] < E_film

# ---------- force balance and angle ordering for random energies ----------
rng = np.random.default_rng(4)
tested = 0
while tested < 2000:
    s_, m_, i_ = rng.uniform(0.2, 2.0, 3)
    if 2 * max(s_, m_, i_) >= 0.999 * (s_ + m_ + i_):
        continue
    t1, t2 = neumann_angles(s_, m_, i_)
    pull = (s_ - m_ * np.exp(-1j * t1) - i_ * np.exp(1j * t2))
    assert abs(pull) < 1e-10
    assert t1 < young_angle(s_, m_, i_) < t1 + t2
    tested += 1

# ---------- Young's equation returns for a weak silicide surface energy -----
ratio = 0.02
weak = (1 + ratio * np.cos(thY), ratio, 1.0)
weak_shift = neumann_angles(*weak)[0] - thY
weak_law = -0.5 * ratio * np.sin(thY)
assert close(weak_shift, weak_law, 0.05)

# ---------- engulfment, which Young's equation does not show ----------
eS, eM, eI = 1.3, 2.0, 0.5
assert eM > eS + eI
e_young = young_angle(eS, eM, eI)
u1 = np.tan(np.linspace(-1.5, 3.0, 500) / 2)[:, None]
u2 = np.tan(np.linspace(-1.5, 3.1, 500) / 2)[None, :]
unit_volume = np.pi / 6 * (u1 * (3 + u1**2) + u2 * (3 + u2**2))
valid = unit_volume > 1e-6
a_scan = np.where(valid, unit_volume, 1.0)**(-1 / 3)
E_scan = np.pi * a_scan**2 * (eM * (1 + u1**2) + eI * (1 + u2**2) - eS)
E_scan_min = E_scan[valid].min()
E_sphere = eI * (36 * np.pi)**(1 / 3)
E_young = 3 * eM * cap_factor(e_young)**(1 / 3)
assert E_sphere <= E_scan_min < 1.02 * E_sphere
assert E_young > E_sphere

# ---------- neglected effects ----------
spread = 0.1
corners = np.array([neumann_angles(gS + i * spread, gM + j * spread,
                                   gI + k * spread)
                    for i in (-1, 1) for j in (-1, 1) for k in (-1, 1)])
assert np.all(np.isfinite(corners))
anisotropy = 0.05


def edge_with_torque(eps):
    """Interface energy gI*(1 + eps*cos(4*angle)); balance with torque."""
    def energy(t):
        return gI * (1 + eps * np.cos(4 * t))

    def balance(t):
        slope = -4 * eps * gI * np.sin(4 * t[1])
        return [gM * np.cos(t[0]) + energy(t[1]) * np.cos(t[1])
                - slope * np.sin(t[1]) - gS,
                gM * np.sin(t[0]) - energy(t[1]) * np.sin(t[1])
                - slope * np.cos(t[1])]
    t = fsolve(balance, [top, bottom], xtol=1e-12)

    def star(x, y):                        # three straight interfaces
        px, py = x + np.cos(t[1]), y + np.sin(t[1])
        return (gS * np.hypot(x - 1, y)
                + gM * np.hypot(x + np.cos(t[0]), y - np.sin(t[0]))
                + energy(np.arctan2(py, px)) * np.hypot(px, py))
    d = 1e-5
    assert abs(star(d, 0) - star(-d, 0)) / (2 * d) < 1e-7
    assert abs(star(0, d) - star(0, -d)) / (2 * d) < 1e-7
    return t


torque_plus = edge_with_torque(anisotropy)
torque_minus = edge_with_torque(-anisotropy)
young_modulus, biaxial_modulus, stress = 160e9, 200e9, 0.5e9   # Pa, rough
ridge = gM * np.sin(thY) / young_modulus * 1e9                 # nm
E_stress = stress**2 / biaxial_modulus * volume * 1e-27 / const.e
atom_volume = const.value("lattice parameter of silicon")**3 / 8
kT = const.k * temperature
# order of magnitude: time = a^4 kT/(D gI atom_volume^2 sites_per_area)
D_need = ((a_lens * 1e-9)**4 * kT
          / (gI * atom_volume**(4 / 3) * anneal_time)) * 1e4   # cm2/s
gI_false = gS - gM * np.cos(top)
assert gI_false < gI

# ---------- output ----------
print(f"Energies gS, gM, gI: {gS}, {gM}, {gI} J/m2")
print(f"Film thickness, cell side: {film:.0f}, {cell:.0f} nm")
print(f"Island volume: {volume:.3e} nm3")
print(f"Young angle: {deg(thY):.2f} deg")
print(f"Unbalanced vertical pull, Young: {gM*np.sin(thY):.3f} N/m")
print(f"Cap edge radius, height: {a_cap:.1f}, {h_cap:.1f} nm")
print(f"Cap sphere radius: {R_cap:.1f} nm")
print(f"Neumann cosines top, bottom: {np.cos(top):.4f}, {np.cos(bottom):.4f}")
print(f"Neumann top angle: {deg(top):.2f} deg")
print(f"Neumann bottom angle: {deg(bottom):.2f} deg")
print(f"Sum of lens angles: {deg(top+bottom):.2f} deg")
print(f"Lens sphere radii top, bottom: {R_top:.1f}, {R_bottom:.1f} nm")
print(f"Lens edge radius: {a_lens:.1f} nm")
print(f"Lens height above silicon surface: {h_lens:.1f} nm")
print(f"Lens depth below silicon surface: {d_lens:.1f} nm")
print(f"Buried volume fraction: {V_lower/volume:.3f}")
print(f"Rise of silicon level: {rise:.2f} nm")
print(f"Depth below original silicon level: {d_lens-rise:.1f} nm")
print(f"Excess energy, film: {E_film*to_eV:.4e} eV")
print(f"Excess energy, Young cap: {E_cap*to_eV:.4e} eV")
print(f"Excess energy, lens: {E_lens*to_eV:.4e} eV")
print(f"Gain of lens over cap: {(E_cap-E_lens)*to_eV:.3e} eV")
print(f"Energy ratio lens/cap: {E_lens/E_cap:.4f}")
print(f"gI wrongly inferred from top angle: {gI_false:.3f} J/m2")
print(f"Minimizer, rigid: angle {deg(rigid['top']):.2f} deg")
print(f"Minimizer, rigid: energy {rigid['E']*to_eV:.4e} eV")
print(f"Minimizer, mobile: top {deg(free['top']):.2f} deg")
print(f"Minimizer, mobile: bottom {deg(free['bottom']):.2f} deg")
print(f"Minimizer, mobile: energy {free['E']*to_eV:.4e} eV")
print(f"Minimizer, mobile: edge radius {free['a']:.1f} nm")
print(f"Minimizer, mobile: silicon rise {free['level']:.2f} nm")
print(f"Minimizer, outer surface unevenness: {free['rough']:.1e} nm")
print(f"Random energy triples tested: {tested}")
print(f"Weak gM/gI ratio: {ratio}")
print(f"Weak case shift, exact: {deg(weak_shift):.3f} deg")
print(f"Weak case shift, limit law: {deg(weak_law):.3f} deg")
print(f"Engulfed case gS, gM, gI: {eS}, {eM}, {eI} J/m2")
print(f"Engulfed case Young angle: {deg(e_young):.1f} deg")
print(f"Engulfed case energy sphere/cap: {E_sphere/E_young:.3f}")
print(f"Engulfed case lowest lens/sphere: {E_scan_min/E_sphere:.4f}")
print(f"Assumed spread of each energy: {spread} J/m2")
lo, hi = deg(corners.min(axis=0)), deg(corners.max(axis=0))
print(f"Top angle range from spread: {lo[0]:.1f} to {hi[0]:.1f} deg")
print(f"Bottom angle range from spread: {lo[1]:.1f} to {hi[1]:.1f} deg")
print(f"Fourfold interface anisotropy: +/-{anisotropy}")
print(f"Top, bottom for +: {deg(torque_plus[0]):.1f}, "
      f"{deg(torque_plus[1]):.1f} deg")
print(f"Top, bottom for -: {deg(torque_minus[0]):.1f}, "
      f"{deg(torque_minus[1]):.1f} deg")
print(f"Young modulus (rough): {young_modulus/1e9:.0f} GPa")
print(f"Elastic ridge scale: {ridge:.4f} nm")
print(f"Residual stress, biaxial modulus (rough): {stress/1e9}, "
      f"{biaxial_modulus/1e9:.0f} GPa")
print(f"Stored stress energy: {E_stress:.2e} eV")
print(f"Stress energy / lens gain: {E_stress/((E_cap-E_lens)*to_eV):.3f}")
print(f"Temperature, anneal time: {temperature:.0f} K, {anneal_time:.0f} s")
print(f"Thermal energy kT: {kT/const.e:.4f} eV")
print(f"Silicon atomic volume: {atom_volume*1e27:.5f} nm3")
print(f"Diffusivity needed for burial: {D_need:.1e} cm2/s")
print("PASS")
```

It prints:

```
Energies gS, gM, gI: 1.3, 1.2, 0.7 J/m2
Film thickness, cell side: 10, 200 nm
Island volume: 4.000e+05 nm3
Young angle: 60.00 deg
Unbalanced vertical pull, Young: 1.039 N/m
Cap edge radius, height: 73.5, 42.4 nm
Cap sphere radius: 84.9 nm
Neumann cosines top, bottom: 0.8462, 0.4066
Neumann top angle: 32.20 deg
Neumann bottom angle: 66.01 deg
Sum of lens angles: 98.21 deg
Lens sphere radii top, bottom: 117.5, 68.5 nm
Lens edge radius: 62.6 nm
Lens height above silicon surface: 18.1 nm
Lens depth below silicon surface: 40.7 nm
Buried volume fraction: 0.714
Rise of silicon level: 7.14 nm
Depth below original silicon level: 33.5 nm
Excess energy, film: 1.4980e+05 eV
Excess energy, Young cap: 1.0591e+05 eV
Excess energy, lens: 7.6504e+04 eV
Gain of lens over cap: 2.941e+04 eV
Energy ratio lens/cap: 0.7224
gI wrongly inferred from top angle: 0.285 J/m2
Minimizer, rigid: angle 59.76 deg
Minimizer, rigid: energy 1.0595e+05 eV
Minimizer, mobile: top 32.12 deg
Minimizer, mobile: bottom 65.70 deg
Minimizer, mobile: energy 7.6536e+04 eV
Minimizer, mobile: edge radius 62.6 nm
Minimizer, mobile: silicon rise 7.14 nm
Minimizer, outer surface unevenness: 7.2e-07 nm
Random energy triples tested: 2000
Weak gM/gI ratio: 0.02
Weak case shift, exact: -0.493 deg
Weak case shift, limit law: -0.496 deg
Engulfed case gS, gM, gI: 1.3, 2.0, 0.5 J/m2
Engulfed case Young angle: 66.4 deg
Engulfed case energy sphere/cap: 0.417
Engulfed case lowest lens/sphere: 1.0002
Assumed spread of each energy: 0.1 J/m2
Top angle range from spread: 24.2 to 40.4 deg
Bottom angle range from spread: 48.6 to 85.6 deg
Fourfold interface anisotropy: +/-0.05
Top, bottom for +: 31.5, 57.3 deg
Top, bottom for -: 31.8, 75.9 deg
Young modulus (rough): 160 GPa
Elastic ridge scale: 0.0065 nm
Residual stress, biaxial modulus (rough): 0.5, 200 GPa
Stored stress energy: 3.12e+03 eV
Stress energy / lens gain: 0.106
Temperature, anneal time: 900 K, 60 s
Thermal energy kT: 0.0776 eV
Silicon atomic volume: 0.02002 nm3
Diffusivity needed for burial: 8.4e-09 cm2/s
PASS
```
